Why the low-field Hall slope of a ferromagnetic film misreads carrier density

Suppose a transport calculation for a ferromagnetic film needs a carrier density, and the data at hand are a Hall curve measured between −0.4 and 0.4 T. The curve is straight, and it is tempting to set the density to 1/(e × slope). Whether that number may enter the calculation depends on how much the magnetisation along the film normal changes over the same field range, and on whether the ordinary Hall coefficient is itself an inverse density. In the film worked out here the number is wrong by a factor of 46 and has the wrong carrier sign.

**A film for which the reading fails**

SI units are used. The film normal is z, the current density j flows along x, and B is the applied flux density along z. The Hall resistivity is ρ_H = E_y/j_x, measured with no current along y or z. With this convention, carriers of charge q and density n in a nonmagnetic film give ρ_H = B/(nq), which is negative for electrons.

The model film has electrons with n = 5×10²⁸ m⁻³, the free-electron mass and relaxation time τ = 1 fs. Its magnetisation is M = M₀m, where M₀ is the fully aligned value and B₀ = μ₀M₀ = 1.5 T. The Curie temperature is Tc = 600 K and the film is at T = 450 K. These are round parameters, not those of a particular material.

The Hall resistivity of this film, derived in the proof below, is

ρ_H = R₀B + ρ₁m_z,

with R₀ = 1/(nq) = −1.248×10⁻¹⁰ Ω m/T and ρ₁ = 7.097×10⁻⁹ Ω m. The first term is the ordinary response to the Lorentz force. The second is the anomalous response, present even at B = 0 if m_z is not zero.

The slope therefore requires m_z(B). Take a mean-field spin-½ magnet with moment μ_B per spin and free energy per spin

f = −½k_BTc r² + ½κμ_BB₀m_z² − μ_BBm_z − k_BT S(r),

where r = |m| and S(r) = −½(1+r) ln[½(1+r)] − ½(1−r) ln[½(1−r)]. The terms are exchange, shape plus uniaxial anisotropy, Zeeman energy and entropy. For a thin film without uniaxial anisotropy κ = 1; a preference for the normal lowers κ. The anisotropy is taken as quadratic in M_z, so κ does not depend on temperature. Here κ = 0.8, and the moment lies in the plane at B = 0.

As long as |m_z| < r, the length r and the component m_z can be varied independently. Setting ∂f/∂m_z = 0 gives

κB₀m_z = B, so m_z = B/(κB₀).

Since dS/dr = −artanh r, setting ∂f/∂r = 0 gives

r = tanh(Tc r/T).

The solution is r = m_s = 0.776, independent of field. The field thus rotates the moment without stretching it, until m_z reaches m_s at

B_sat = κB₀m_s = 0.8 × 1.5 T × 0.776 = 0.93 T.

The data between −0.4 and 0.4 T lie well inside this range. Their slope is

dρ_H/dB = R₀ + ρ₁/(κB₀)
= −0.125×10⁻⁹ + 7.097×10⁻⁹/1.2
= −0.125×10⁻⁹ + 5.914×10⁻⁹
= 5.79×10⁻⁹ Ω m/T.

Read as an inverse density, this slope gives 1.08×10²⁷ m⁻³ of positive carriers. The film contains 5×10²⁸ m⁻³ of negative ones. The straightness of the curve is no warning, because a rotating moment makes the anomalous term as linear in B as the ordinary one.

**The correct statement**

To leading order in B and M, for a laterally uniform film that is isotropic in its plane,

ρ_H = R₀B + ρ₁m_z(B),

and, if ρ₁ does not vary with field,

dρ_H/dB = R₀ + ρ₁ dm_z/dB.

The slope gives the carrier density if two separate conditions hold: the second term is small compared with R₀, and R₀ itself equals 1/(nq). The first condition can be put as a ratio:

slope/R₀ = 1 + (ρ₁/R₀) dm_z/dB.

In the example |ρ₁/R₀| = 7.097×10⁻⁹/1.248×10⁻¹⁰ = 57 T. The anomalous slope is negligible if the field scale 1/(dm_z/dB) is much larger than 57 T. In the low-field range that scale is κB₀ = 1.2 T, and the ratio is 1 − 56.9/1.2 ≈ −46.

**Proof: symmetry**

Onsager reciprocity states that ρ_ij(B,M) = ρ_ji(−B,−M). The antisymmetric part of the resistivity tensor therefore changes sign when B and M are both reversed. An antisymmetric tensor in three dimensions is equivalent to an axial vector, and B and M are axial vectors too. To first order, the z component of that vector in a film isotropic in its plane can contain B_z and M_z, each with its own coefficient. The symmetric part of the tensor is unchanged by the joint reversal, so it has no first-order term, and its zeroth-order term has no xy element in such a film. This leaves the stated form. Second-order terms need not be small when the moment is large and lies in the plane, as in the example. In a real film, anisotropic magnetoresistance Δρ adds a symmetric (planar Hall) term to E_y/j_x of up to Δρ/2, which for Δρ = 1% of ρ_xx exceeds the model's ρ_H at 0.4 T. The formula describes the antisymmetric part, so measured data must first be reduced to the part that is odd under reversal of B and M. Symmetry does not relate the two coefficients, so nothing obliges the second to be small.

**Proof: a model with both terms**

Let u be the direction of a carrier's velocity on a spherical Fermi surface, with speed v_F and mass m*. Elastic scattering from u′ into the solid angle dΩ around u has the rate

(dΩ/4π)(1/τ)[1 + 3s m·(u′×u)].

The number s measures skew scattering, a left–right asymmetry set by the moment. Time reversal turns the process into −u → −u′ with moment −m. Its asymmetry is (−m)·[(−u)×(−u′)] = −m·(u×u′) = m·(u′×u), as required.

Write the change of the distribution as δf = (a·u)(−∂f₀/∂ε), with an unknown vector a. In the scattering-out term the asymmetry averages to zero over final directions, leaving −a·u/τ. In the scattering-in term the constant part averages to zero. The asymmetric part, with the angular average ⟨u′_iu′_j⟩ = δ_ij/3, gives

(3s/τ)⟨m·(u′×u)(a·u′)⟩ = (s/τ)m·(a×u) = (s/τ)(m×a)·u.

The magnetic force turns u at the rate (q/m*)u×B, which contributes (q/m*)(u×B)·a = (q/m*)(B×a)·u to the streaming side. The electric field contributes −qv_F E·u there. Equating streaming and collisions for every u yields

(q/m*)B×a − qv_F E = −a/τ + (s/τ)m×a.

The density of states at the Fermi energy is D = 3n/(m*v_F²), and the drift velocity V follows from nV = Dv_F a/3, so that a = m*v_F V. Inserting this and dividing by v_F gives

qE = (m*/τ)(V − s m×V) + qB×V.

Now set V = j_x/(nq) along x. The y component of m×V is m_zV and that of B×V is BV. Hence

ρ_xx = E_x/j_x = m*/(nq²τ),
ρ_H = E_y/j_x = B/(nq) − ρ_xx s m_z.

Thus R₀ = 1/(nq) and ρ₁ = −ρ_xx s. With s = −0.01 and ρ_xx = 7.10×10⁻⁷ Ω m, ρ₁ = 7.10×10⁻⁹ Ω m, as used above. This s changes the individual scattering rates by at most 3%, yet it is enough to dominate the low-field slope here.

No expansion in B or s was made, so within this model the two terms add at any field and for any s with 3|s||m| ≤ 1, the range in which the rates are non-negative, and an in-plane component of m does not enter ρ_H. Both points were tested by solving the Boltzmann equation on a grid of directions with a tilted moment. Skew scattering is used here because it can be solved in closed form. In real ferromagnets with a resistivity this high, the intrinsic and side-jump mechanisms usually set ρ₁, so s only stands in for a coefficient of plausible size. These mechanisms change ρ₁ and its dependence on ρ_xx; for them the symmetry argument supplies the leading-order form.

Only the normal component of the flux density enters ρ_H, because an in-plane component adds nothing to the y component of B×V when V is along x. Inside the film the normal component is the applied B, as the field of the magnetisation itself shows. A disc of radius a and thickness t, magnetised along z, carries a rim current M per unit height, and its field at the centre is

∫ μ₀Ma²/[2(a²+z²)^(3/2)] dz = μ₀Mt/[2√(a²+t²/4)], with z from −t/2 to t/2.

For t = 20 nm and a = 1 mm this is 10⁻⁵μ₀M. Away from the rim, the magnetisation thus enters the Hall voltage through ρ₁m_z, not through an extra Lorentz force.

**Above saturation, and above Tc**

Once the moment is along z, m_z = r = m and a single condition remains:

−k_BTc m + κμ_BB₀m − μ_BB + k_BT artanh m = 0.

Differentiating with respect to B gives

dm/dB = 1/{(k_B/μ_B)[T/(1−m²) − Tc] + κB₀}.

The field now stretches the moment against thermal disorder, which is much harder than rotating it. Near 6 T, dm/dB = 0.00120 T⁻¹, a field scale of about 830 T. The slope becomes

−1.248×10⁻¹⁰ + 7.097×10⁻⁹ × 0.00120 = −1.163×10⁻¹⁰ Ω m/T,

which agrees with a line fitted from 3 to 9 T. It gives 5.37×10²⁸ electrons per m³, 7% above the true density. At this temperature the sign is right, but a bias remains; it grows as T approaches Tc, where T/(1−m²) − Tc shrinks. The intercept of the line, 5.50×10⁻⁹ Ω m, agrees with ρ₁m_s to about 0.1%, so a sensible intercept does not certify the slope.

Above Tc the same formula with m → 0 describes the low-field response. At 700 K, with τ and s held fixed to isolate the magnetic effect, dm_z/dB = 0.00666 T⁻¹. The Hall slope is −7.76×10⁻¹¹ Ω m/T and the apparent density 8.05×10²⁸ m⁻³, 61% too high. Closer to Tc the error is larger: the field scale (k_B/μ_B)(T − Tc) + κB₀ falls below 57 T for T − Tc < 37 K, and the low-field slope then has the wrong sign. This film has no remanence to reveal the anomalous term.

A negative κ gives the opposite low-field case. With κ = −0.2 the normal is the easy axis, and a uniformly magnetised film keeps m_z = 0.776 at B = 0. The anomalous term is then mainly an offset of 5.51×10⁻⁹ Ω m. The slope along this branch, −1.158×10⁻¹⁰ Ω m/T, gives 5.39×10²⁸ m⁻³, 8% too high. The branch is stable against rotation only for B > κB₀m_z ≈ −0.23 T, and a real film may instead break into domains, in which case dm_z/dB is large again. A low-field slope is therefore not bad in itself; what matters is dm_z/dB on the branch measured.

**Separating the two terms**

Below saturation in the κ = 0.8 film, m_z = B/(κB₀). Any pair of coefficients with the same sum R₀ + ρ₁/(κB₀) fits the data equally well, so no analysis of these data alone, taken with the field along the normal, can separate them. The same holds at 700 K while m_z stays proportional to B.

Above saturation, m_z is close to c + χB with c ≠ 0. The Hall line then has intercept I = ρ₁c and slope R₀ + ρ₁χ, so

ρ₁ = I/c, R₀ = slope − χI/c.

In practice one fits ρ_H to the two columns B and m_z, using the measured magnetisation and Hall data antisymmetrised in field. An offset δ from misaligned contacts would be absorbed in I and shift R₀ by −χδ/c, about 9% for δ = 1% of ρ_xx. On the simulated, noise-free data from 3 to 9 T this returns R₀ = −1.248×10⁻¹⁰ Ω m/T and n = 5.00×10²⁸ m⁻³. If ρ₁ varies with field, for instance through ρ_xx(B), the slope gains the term m_z dρ₁/dB, and that variation must be included in the second column.

The fit is only as good as the magnetometry. If the reported value is m_z + bB, then

R₀B + ρ₁m_z = (R₀ − ρ₁b)B + ρ₁(m_z + bB),

and the fitted ordinary coefficient is shifted by −ρ₁b. For b = 0.001 T⁻¹ the density comes out as 4.73×10²⁸ m⁻³, 5% low. A substrate of thickness t_sub and susceptibility χ_sub, left uncorrected, produces bB₀ = χ_sub t_sub/t. With t_sub = 0.5 mm and t = 20 nm, the value χ_sub = 6×10⁻⁸ suffices. Common substrates are diamagnetic, with |χ_sub| of order 10⁻⁶ to 10⁻⁵. Left in the data, such a background shifts R₀ in the opposite direction and can reverse its sign, so 6×10⁻⁸ is the size of a residual error after subtraction.

**When R₀ is not an inverse density**

Let several groups of carriers conduct in parallel, with conductivities σ_i and Hall coefficients R_i, and leave out skew scattering. To first order in B, inverting the resistivity tensor of one group gives σ_yx,i = −σ_i²R_iB. Conductivities add, and inverting the sum gives

R₀ = Σσ_i²R_i/(Σσ_i)².

Take two spin groups of density n/2 each, with lifetimes 1 and 0.25 fs. Then R_i = −2/(ne), and

R₀ = −(2/ne)(1 + 1/16)/(1 + 1/4)² = −1.36/(ne).

The density read from this R₀ is 3.68×10²⁸ m⁻³, 26% too low, although no anomalous term is present. Removing the magnetic contribution yields the ordinary Hall coefficient; turning that coefficient into a density still requires a model of the bands and their lifetimes. The full set of values is in the numerical output below.

Numbers as computed

```
Densities below: positive = hole sign, negative = electron sign
true electron density n: 5e+28 m^-3
relaxation time tau: 1 fs
skew strength s: -0.01
B_0 = mu0*M_0: 1.5 T
effective demagnetising factor kappa: 0.8
Curie temperature: 600 K
film temperature: 450 K
film thickness: 20 nm
disc radius: 1 mm
self-field at disc centre / (mu0*M): 1e-05
rho_xx: 7.0974e-07 ohm m
R0 = 1/(nq): -1.2483e-10 ohm m/T
rho_1: 7.0974e-09 ohm m
Rs = rho_1/B_0: 4.7316e-09 ohm m/T
spontaneous reduced moment m_s: 0.77552
saturation field: 0.93062 T
low-field slope, simulated: 5.7897e-09 ohm m/T
low-field anomalous slope, formula: 5.9145e-09 ohm m/T
low-field sheet Hall slope: 0.28948 ohm/T
density read from low-field slope: 1.078e+27 m^-3
n / |density from low-field slope|: 46.38
reduced moment at 6 T: 0.78178
dm_z/dB near 6 T: 0.0012035 1/T
high-field slope, 3 to 9 T: -1.1629e-10 ohm m/T
high-field line, intercept at B = 0: 5.4972e-09 ohm m
rho_1*m_s: 5.5041e-09 ohm m
density read from high-field line: -5.3673e+28 m^-3
column singular-value ratio, low field: 2.9995e-07
column singular-value ratio, high field: 0.15081
R0 from two-column fit: -1.2483e-10 ohm m/T
rho_1 from two-column fit: 7.0974e-09 ohm m
density from two-column fit: -5e+28 m^-3
false background b in m_z: 0.001 1/T
R0 fitted with that background: -1.3193e-10 ohm m/T
density fitted with that background: -4.731e+28 m^-3
substrate thickness: 0.5 mm
substrate susceptibility giving b (SI): 6e-08
paramagnetic film temperature: 700 K
paramagnetic dm_z/dB: 0.0066607 1/T
paramagnetic Hall slope: -7.7557e-11 ohm m/T
density read from paramagnetic slope: -8.0477e+28 m^-3
kappa of perpendicular-easy-axis film: -0.2
its remanent reduced moment: 0.77581
its remanent Hall offset: 5.5062e-09 ohm m
its remanent-branch slope: -1.1584e-10 ohm m/T
density read from remanent branch: -5.3882e+28 m^-3
two spin sheets: lifetime 1: 1 fs
two spin sheets: lifetime 2: 0.25 fs
two spin sheets: R0: -1.6977e-10 ohm m/T
two spin sheets: density read from R0: -3.6765e+28 m^-3
```
